# Point charge in an anisotropic dielectric

## A number to explain

Two charges $+e$ sit 10 Å apart in a medium whose dielectric tensor is diagonal, with $\varepsilon_{xx}=\varepsilon_{yy}=9$ and $\varepsilon_{zz}=4$. These are round model parameters. In vacuum the interaction energy would be 1.44 eV. If the pair lies along $z$, the energy in the medium is 0.16 eV.

That is $1.44/9$, not $1.44/4=0.36$. The charges are separated along $z$, the force between them points along $z$, and yet the energy is reduced by the dielectric constant of the directions perpendicular to $z$. If the pair is turned into the $xy$ plane, the energy becomes 0.24 eV, which is $1.44/6$, and 6 is not an entry of the tensor at all.

To explain these numbers we need the potential of a point charge in an anisotropic medium. I begin with the isotropic case and add the anisotropy in two stages.

## Stage 1: one dielectric constant

In the algebra I use atomic units, in which $4\pi\varepsilon_0=1$ and a charge $q$ in vacuum has the potential $q/r$. The medium is infinite, homogeneous and linear, and the charge is at the origin. Gauss's law for the displacement field is

$$\nabla\cdot\mathbf D=4\pi q\,\delta(\mathbf r),\qquad \mathbf D=\varepsilon\mathbf E,\qquad \mathbf E=-\nabla\phi ,$$

so that $\varepsilon\nabla^2\phi=-4\pi q\,\delta(\mathbf r)$. We require $\phi\to0$ at infinity.

Nothing in this problem singles out a direction, so we look for a radial field $E(r)$. The flux of $\mathbf D$ through a sphere of radius $r$ is $4\pi r^2\varepsilon E(r)$, and it must equal $4\pi q$. Therefore

$$E(r)=\frac{q}{\varepsilon r^2},\qquad \phi(r)=\int_r^\infty E(r')\,dr'=\frac{q}{\varepsilon r}.$$

For $\varepsilon=1$ this is the vacuum potential. That case also supplies the identity on which the next stages rest:

$$\nabla^2\frac1r=-4\pi\,\delta(\mathbf r). \tag{1}$$

**Is the solution unique?** Let $u$ be the difference of two solutions. The source terms cancel, so $\nabla^2u=0$ everywhere, and $u\to0$ at infinity. Take the average of $u$ over a sphere of radius $R$ about any chosen point. Its derivative with respect to $R$ is the average of the outward slope of $u$, which is the flux of $\nabla u$ through the sphere divided by $4\pi R^2$. By the divergence theorem this flux is the volume integral of $\nabla^2u$, which is zero. The average therefore does not depend on $R$. For $R\to0$ it equals $u$ at the chosen point; for $R\to\infty$ it tends to zero. Hence $u=0$ at every point, and the solution found is the only one.

## Stage 2: three constants along the coordinate axes

Now let the tensor be diagonal with positive entries $\varepsilon_1,\varepsilon_2,\varepsilon_3$. Each field component is screened by its own constant, $D_i=\varepsilon_iE_i$, and Gauss's law becomes

$$\varepsilon_1\frac{\partial^2\phi}{\partial x_1^2}+\varepsilon_2\frac{\partial^2\phi}{\partial x_2^2}+\varepsilon_3\frac{\partial^2\phi}{\partial x_3^2}=-4\pi q\,\delta(\mathbf r).$$

The left side would be a Laplacian if the three coefficients were 1. We can make them so by measuring each coordinate on its own scale:

$$x_i=\sqrt{\varepsilon_i}\,s_i .$$

Then $\partial/\partial x_i=\varepsilon_i^{-1/2}\,\partial/\partial s_i$, and two derivatives give a factor $1/\varepsilon_i$, which cancels the coefficient:

$$\varepsilon_i\frac{\partial^2}{\partial x_i^2}=\frac{\partial^2}{\partial s_i^2}.$$

The delta function changes as well. It is defined by having unit integral over $x_i$, and $dx_i=\sqrt{\varepsilon_i}\,ds_i$, so

$$\delta(x_i)=\frac{\delta(s_i)}{\sqrt{\varepsilon_i}} .$$

The product of three such factors gives

$$\nabla_s^2\phi=-4\pi\,\frac{q}{\sqrt{\varepsilon_1\varepsilon_2\varepsilon_3}}\;\delta(\mathbf s).$$

This is the vacuum problem in the coordinates $\mathbf s$, with a reduced charge. By (1) its solution is the reduced charge divided by $|\mathbf s|$. Since $s_i=x_i/\sqrt{\varepsilon_i}$,

$$\phi=\frac{q}{\sqrt{\varepsilon_1\varepsilon_2\varepsilon_3}\;\sqrt{x_1^2/\varepsilon_1+x_2^2/\varepsilon_2+x_3^2/\varepsilon_3}} . \tag{2}$$

**Limit: equal constants.** With $\varepsilon_i=\varepsilon$ the first root is $\varepsilon^{3/2}$ and the second is $r/\sqrt\varepsilon$. Their product is $\varepsilon r$, as in stage 1. Without the first root we would get $q\sqrt\varepsilon/r$, a potential that grows with the screening; the volume factor is what repairs this.

**Along a coordinate axis.** Put the observation point on axis 3, at distance $r$. The second root is $r/\sqrt{\varepsilon_3}$, which cancels $\sqrt{\varepsilon_3}$ in the first:

$$\phi=\frac{q}{\sqrt{\varepsilon_1\varepsilon_2}\;r}.$$

The effective constant is the geometric mean of the other two constants. In the model medium this gives $\sqrt{9\cdot9}=9$ along $z$ and $\sqrt{9\cdot4}=6$ along $x$, the two divisors we began with. The numbers are now derived, but their physical reason is still missing. I return to it after completing the generalization.

## Stage 3: a general tensor

In arbitrary Cartesian axes the relation is $D_i=\sum_j\varepsilon_{ij}E_j$. I assume that the matrix $\boldsymbol\varepsilon$ is constant, real, symmetric and positive definite, meaning that all its eigenvalues are positive. Gauss's law reads

$$\sum_{ij}\varepsilon_{ij}\,\frac{\partial^2\phi}{\partial r_i\,\partial r_j}=-4\pi q\,\delta(\mathbf r). \tag{3}$$

In place of three square roots we need the square root of a matrix. A real symmetric matrix can be written as $\boldsymbol\varepsilon=U\Lambda U^{T}$, where $U$ is orthogonal and $\Lambda$ is diagonal and holds the eigenvalues $\lambda_i$. Because these are positive, $A=U\Lambda^{1/2}U^{T}$ is real, symmetric and invertible, and

$$AA=U\Lambda^{1/2}U^TU\Lambda^{1/2}U^T=U\Lambda U^T=\boldsymbol\varepsilon .$$

Define new coordinates by $\mathbf r=A\mathbf s$, so that $\partial r_i/\partial s_k=A_{ik}$. The chain rule gives

$$\frac{\partial}{\partial s_k}=\sum_iA_{ik}\frac{\partial}{\partial r_i}.$$

Apply this twice and sum over $k$. The elements of $A$ are constants, so they can be moved in front of the derivatives:

$$\nabla_s^2=\sum_{ij}\Big(\sum_kA_{ik}A_{jk}\Big)\frac{\partial^2}{\partial r_i\,\partial r_j}
=\sum_{ij}\varepsilon_{ij}\frac{\partial^2}{\partial r_i\,\partial r_j}.$$

The last step uses $A_{jk}=A_{kj}$, which turns the bracket into the matrix product $(AA)_{ij}$. The operator in (3) is thus the Laplacian in $\mathbf s$.

The volume elements are related by $d^3r=\det A\,d^3s$. Since $(\det A)^2=\det\boldsymbol\varepsilon$ and $\det A>0$, the factor is $\sqrt{\det\boldsymbol\varepsilon}$, and

$$\delta(\mathbf r)=\frac{\delta(\mathbf s)}{\sqrt{\det\boldsymbol\varepsilon}} .$$

Equation (3) has become $\nabla_s^2\phi=-4\pi\,(q/\sqrt{\det\boldsymbol\varepsilon})\,\delta(\mathbf s)$, with solution $\phi=q/(\sqrt{\det\boldsymbol\varepsilon}\,|\mathbf s|)$. To return to $\mathbf r$, use $\mathbf s=A^{-1}\mathbf r$ and the symmetry of $A^{-1}$:

$$|\mathbf s|^2=\mathbf r\cdot A^{-1}A^{-1}\mathbf r=\mathbf r\cdot\boldsymbol\varepsilon^{-1}\mathbf r .$$

The result is

$$\boxed{\;\phi(\mathbf r)=\frac{q}{\sqrt{\det\boldsymbol\varepsilon}\;\sqrt{\mathbf r\cdot\boldsymbol\varepsilon^{-1}\mathbf r}}\;} \tag{4}$$

The uniqueness argument of stage 1 carries over, because it can be applied in the coordinates $\mathbf s$: since $A$ is invertible, $|\mathbf s|\to\infty$ and $|\mathbf r|\to\infty$ go together.

**Limit: diagonal tensor.** Then $\det\boldsymbol\varepsilon=\varepsilon_1\varepsilon_2\varepsilon_3$, the inverse is diagonal with entries $1/\varepsilon_i$, and (4) becomes (2). For a non-diagonal tensor, $\boldsymbol\varepsilon^{-1}$ is the inverse matrix, not the table of reciprocal elements. The tensor and $\mathbf r$ must also refer to the same Cartesian axes.

**Numerical check at the origin.** Equation (3) contains a delta function, so it should be tested under an integral. Multiply it by a smooth function $f$ that decays rapidly, integrate over space, and integrate by parts twice to move both derivatives onto $f$. The two sign changes cancel, and

$$\int\phi\,\sum_{ij}\varepsilon_{ij}\frac{\partial^2f}{\partial r_i\,\partial r_j}\,d^3r=-4\pi q\,f(0).$$

The program evaluates the left side with (4) for a non-diagonal tensor, $q=1$ and three Gaussians $f$. For one that is not centred on the charge, the integral is $-8.855372$, and so is $-4\pi f(0)$. This tests the prefactor together with the shape of the potential.

## The fields, and where the flux goes

The physical reason for the opening numbers can be read from the fields. Write $Q=\mathbf r\cdot\boldsymbol\varepsilon^{-1}\mathbf r$. Because $\boldsymbol\varepsilon^{-1}$ is symmetric, $\nabla Q=2\boldsymbol\varepsilon^{-1}\mathbf r$. Then

$$\mathbf E=-\nabla\frac{q\,Q^{-1/2}}{\sqrt{\det\boldsymbol\varepsilon}}
=\frac{q}{\sqrt{\det\boldsymbol\varepsilon}}\cdot\frac12Q^{-3/2}\cdot2\boldsymbol\varepsilon^{-1}\mathbf r
=\frac{q\,\boldsymbol\varepsilon^{-1}\mathbf r}{\sqrt{\det\boldsymbol\varepsilon}\;Q^{3/2}},$$

and multiplication by $\boldsymbol\varepsilon$ gives

$$\mathbf D=\frac{q\,\mathbf r}{\sqrt{\det\boldsymbol\varepsilon}\;Q^{3/2}} .$$

The displacement field points straight away from the charge, as in vacuum, but its strength depends on direction. The electric field is parallel to $\boldsymbol\varepsilon^{-1}\mathbf r$, which has the direction of $\mathbf r$ when $\mathbf r$ is an eigenvector of the tensor and another direction otherwise.

Take a uniaxial medium, $\boldsymbol\varepsilon=\mathrm{diag}(a,a,c)$, for which $\sqrt{\det\boldsymbol\varepsilon}=a\sqrt c$. On the axis at height $z>0$ we have $Q=z^2/c$, so

$$D_z=\frac{q\,z}{a\sqrt c\;z^3/c^{3/2}}=\frac{c}{a}\,\frac{q}{z^2},\qquad
E_z=\frac{D_z}{c}=\frac{q}{a\,z^2}.$$

Here is the answer to the first puzzle. The axial field is indeed screened by $c$, since $E_z=D_z/c$. But the flux that goes out along the axis is not the isotropic value $q/z^2$; it differs by the factor $c/a$, which is $4/9$ in the model medium. The two occurrences of $c$ cancel, and $a$ remains.

In the plane, at distance $\rho$, we have $Q=\rho^2/a$ and

$$D_\rho=\frac{q\,\rho}{a\sqrt c\;\rho^3/a^{3/2}}=\sqrt{\frac ac}\;\frac{q}{\rho^2},\qquad
E_\rho=\frac{D_\rho}{a}=\frac{q}{\sqrt{ac}\;\rho^2}.$$

The model medium has $\sqrt{a/c}=3/2$. The flux is concentrated towards the plane, where the permittivity is larger, and depleted along the axis. Its total is fixed by Gauss's law. The program integrates $\mathbf D$ for the non-diagonal tensor over two spheres that are not centred on the charge, and finds the flux $4\pi q$ when the charge is inside and zero when it is outside.

## One constant for each direction

For a given direction $\mathbf n=\mathbf r/r$ the potential still falls off as $1/r$, so (4) can be written in the isotropic form:

$$\phi=\frac{q}{\varepsilon_{\rm eff}(\mathbf n)\,r},\qquad
\varepsilon_{\rm eff}(\mathbf n)=\sqrt{\det\boldsymbol\varepsilon}\,\sqrt{\mathbf n\cdot\boldsymbol\varepsilon^{-1}\mathbf n}. \tag{5}$$

In SI units the interaction energy of two charges $+e$ is $U=(e^2/4\pi\varepsilon_0)/(\varepsilon_{\rm eff}\,r)$, with $e^2/4\pi\varepsilon_0=14.40$ eV Å. In the model medium $\sqrt{\det\boldsymbol\varepsilon}=\sqrt{9\cdot9\cdot4}=18$. At 10 Å:

- Along the axis, $\varepsilon_{\rm eff}=18/\sqrt4=9$ and $U=1.440/9=0.160$ eV, or 0.00588 hartree.
- In the plane, $\varepsilon_{\rm eff}=18/\sqrt9=6$ and $U=1.440/6=0.240$ eV, or 0.00882 hartree.
- At 45° to the axis, $\mathbf n\cdot\boldsymbol\varepsilon^{-1}\mathbf n=\frac12\left(\frac19+\frac14\right)=\frac{13}{72}$, so $\varepsilon_{\rm eff}=18\sqrt{13/72}=7.65$ and $U=0.188$ eV.

For charges of opposite sign, the energies change sign.

It may be tempting to replace the tensor by one number, a third of its trace. Here that is $22/3=7.33$, which gives 0.196 eV in every direction. Relative to the correct axial energy this is too large by about 23%. Using $\varepsilon_{zz}$ for the axial pair gives 0.36 eV, which is 2.25 times the correct value.

At the 45° point the fields also separate in direction. There $\mathbf D$ makes an angle of 45° with the axis. The components of $\mathbf E$ are in the ratio $E_x:E_z=\frac19:\frac14$, so its angle from the axis has the tangent $4/9$ and is about 24°. The in-plane component is screened more strongly, and the electric field therefore leans towards the axis.

**Shape of the equipotentials.** For the uniaxial medium the product of roots in (4) is

$$a\sqrt c\,\sqrt{\frac{\rho^2}{a}+\frac{z^2}{c}}=\sqrt{ac\,\rho^2+a^2z^2},
\qquad\text{so}\qquad \phi=\frac{q}{\sqrt{ac\,\rho^2+a^2z^2}} .$$

A surface of constant potential is an ellipsoid of revolution. For $U=0.2$ eV its semi-axes are $14.40/(9\cdot0.2)=8.0$ Å along the axis and $14.40/(6\cdot0.2)=12.0$ Å in the plane. Their ratio is $\sqrt{a/c}=1.5$: the surface extends farther in the directions of larger permittivity.

**Limit: very large $c$.** Keep $a$ fixed and let $c\to\infty$. At any point off the axis $\phi\to0$, but on the axis $\phi=q/(a|z|)$ does not change. The two statements are compatible because the potential is appreciable where $ac\rho^2$ does not greatly exceed $a^2z^2$, that is, for $\rho$ up to about $|z|\sqrt{a/c}$. The flux behaves similarly. On the plane at height $z>0$, $D_z=qz/(a\sqrt c\,Q^{3/2})$ with $Q=\rho^2/a+z^2/c$. Integrating over a disc of radius $\rho$, with $2\rho\,d\rho=a\,dQ$, gives the flux $2\pi q\,\big[1-(1+c\rho^2/az^2)^{-1/2}\big]$. The cone $\rho\le z\sqrt{a/c}$ carries the fraction $1-1/\sqrt2$ of the half-flux $2\pi q$. For any fixed opening angle the bracket tends to 1 as $c\to\infty$, so in this limit the flux collects about the axis, half upward and half downward.

## A second road, through plane waves

The independence of the axial potential from $c$ deserves a derivation that does not rest on a cancellation. Expand the potential in plane waves,

$$\phi(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}\,\phi_{\mathbf k}\,e^{i\mathbf k\cdot\mathbf r}.$$

In (3) each derivative $\partial/\partial r_j$ becomes $ik_j$, and the delta function has the Fourier transform 1. Hence $-(\mathbf k\cdot\boldsymbol\varepsilon\mathbf k)\,\phi_{\mathbf k}=-4\pi q$, or

$$\phi_{\mathbf k}=\frac{4\pi q}{\mathbf k\cdot\boldsymbol\varepsilon\mathbf k}.$$

A plane wave of potential has its electric field along $\mathbf k$, so it is screened by the permittivity along its own wavevector. It remains to find which wavevectors contribute at a given $\mathbf r$.

Write $\mathbf k=k\,\mathbf m$ with a unit vector $\mathbf m$, so that $d^3k=k^2\,dk\,d\Omega$. The factor $k^2$ cancels the one in the denominator. The sine part of the exponential is odd under $\mathbf m\to-\mathbf m$ and integrates to zero. With $4\pi/(2\pi)^3=1/(2\pi^2)$,

$$\phi(\mathbf r)=\frac{q}{2\pi^2}\int\frac{d\Omega}{\mathbf m\cdot\boldsymbol\varepsilon\mathbf m}\int_0^\infty dk\,\cos(k\,\mathbf m\cdot\mathbf r).$$

The integral over $k$ is given a meaning by a factor $e^{-\eta k}$, with $\eta\to0^+$ at the end:

$$\int_0^\infty e^{-\eta k}\cos(ku)\,dk=\frac{\eta}{\eta^2+u^2}\;\to\;\pi\,\delta(u).$$

The middle expression is a peak at $u=0$ whose width shrinks with $\eta$ and whose area is $\pi$, which justifies the limit.

Now measure the direction of $\mathbf m$ from $\mathbf r$, with $\mu$ the cosine of the angle between them and $\psi$ the azimuth. Then $d\Omega=d\mu\,d\psi$ and $\delta(\mathbf m\cdot\mathbf r)=\delta(r\mu)=\delta(\mu)/r$. The integral over $\mu$ sets $\mu=0$:

$$\phi(\mathbf r)=\frac qr\cdot\frac1{2\pi}\int_0^{2\pi}\frac{d\psi}{\mathbf m(\psi)\cdot\boldsymbol\varepsilon\,\mathbf m(\psi)},\qquad \mathbf m(\psi)\perp\mathbf r. \tag{6}$$

After the integration over $k$, the directions that remain are those perpendicular to $\mathbf r$. The effective constant is the inverse of the average of $1/(\mathbf m\cdot\boldsymbol\varepsilon\mathbf m)$ over this circle.

For a point on the axis of a uniaxial medium the circle lies in the plane, where $\mathbf m\cdot\boldsymbol\varepsilon\mathbf m=a$ for every $\psi$. This gives $q/(ar)$, and $c$ never enters. For a point on the $x$ axis the circle lies in the $yz$ plane, and the average is

$$\frac1{2\pi}\int_0^{2\pi}\frac{d\psi}{a\cos^2\psi+c\sin^2\psi}
=\frac{2}{\pi}\int_0^\infty\frac{dt}{a+ct^2}=\frac1{\sqrt{ac}} .$$

The first step uses four equal quarter-circles and $t=\tan\psi$; the second uses $\int_0^\infty dt/(a+ct^2)=\pi/(2\sqrt{ac})$. This is again the constant $\sqrt{ac}=6$.

The program compares (4) with (6) and with the three-dimensional Fourier integral for the non-diagonal tensor; all three give 0.0933520 hartree$/e$ at the chosen point. It also doubles $\varepsilon_{zz}$ from 4 to 8 in the three-dimensional integral and finds an axial constant of 9.0000 both times.

## Where the formula applies, and which tensor to use

Equation (4) treats the medium as a linear continuum with a constant tensor. The 10 Å of the example is only a few atomic spacings in a real crystal, and the field there is already strong: $E_z=q/(az^2)$ gives 0.016 V/Å, or 1.6 MV/cm, on the axis, and the in-plane field is 2.4 MV/cm. In materials whose permittivity depends on the field, such as ferroelectrics, the linear relation can fail close to the charge. At distances comparable to the atomic spacing the response is no longer described by one constant tensor, and the divergence at $\mathbf r=0$ says nothing about the potential inside an atom or a defect. Near a surface, or in a sheet whose thickness is not large compared with the distance considered, the medium is not homogeneous and boundary conditions have to be added to (3). If mobile carriers are present, they form a screening charge that is missing from the right side of (3).

A periodically repeated cell with a charged defect is also a different problem. The potential then has to be periodic instead of vanishing at infinity, and the cell needs a compensating charge. Equation (4) describes the isolated defect far from its core, not the periodic array.

Finally, the tensor must describe the response that actually takes place. If the ions are held fixed while the charge is introduced, the electrons alone screen it, and the electronic tensor belongs in (4). If the ions relax, the static tensor with both electronic and ionic contributions is needed. This holds for crystals that are not piezoelectric. In a piezoelectric crystal the field also strains the lattice, by an amount that depends on the direction of the wavevector; the screening of a plane wave is then no longer a quadratic form $\mathbf m\cdot\boldsymbol\varepsilon\mathbf m$, and (4) is only approximate with either the clamped or the free static tensor. Whichever applies, the permittivity along the line joining the charges is not enough: by (6), the energy of a pair is governed by the permittivities across that line, so the whole tensor is needed to cover all orientations.

## Computed values

```
GENERAL TENSOR (atomic units, q = 1)
eps row:  6.00   1.00   0.50
eps row:  1.00   5.00  -1.00
eps row:  0.50  -1.00   3.00
eigenvalues: 2.3787  5.0000  6.6213
operator in r on trial function: 0.59552
Laplacian in s on same function: 0.59552
volume factor by integration: 8.874120
sqrt(det eps): 8.874120
Poisson test 1: integral -12.566371, -4 pi f(0) -12.566371
Poisson test 2: integral -8.855372, -4 pi f(0) -8.855372
Poisson test 3: integral -7.583875, -4 pi f(0) -7.583875
flux/(4 pi), charge inside: 1.000000
flux/(4 pi), charge outside: 0.000000
test point (bohr): [ 1.  -2.   1.5]
phi, derived formula: 0.0933520 hartree/e
phi, circle average: 0.0933520 hartree/e
phi, 3D Fourier integral: 0.0933520 hartree/e
UNIAXIAL MODEL, two charges +e
eps_xx = eps_yy = 9.0, eps_zz = 4.0
sqrt(det eps): 18.0000
e^2/(4 pi eps0): 14.3996 eV angstrom
distance: 10.0 angstrom
unscreened energy: 1.4400 eV
axis: eps_eff 9.0000, energy 0.1600 eV
plane: eps_eff 6.0000, energy 0.2400 eV
45 deg: eps_eff 7.6485, energy 0.1883 eV
axis: energy 0.005880 hartree
plane: energy 0.008820 hartree
axis, wrong guess with eps_zz: 0.3600 eV
axis, wrong guess with trace/3: 0.1964 eV
trace/3: 7.3333
axis eps_eff by Fourier, eps_zz = 4: 9.0000
axis eps_eff by Fourier, eps_zz = 8: 9.0000
45 deg point: angle of E from axis 23.96 deg
45 deg point: angle of D from axis 45.00 deg
equipotential level: 0.2 eV
semi-axis along axis: 8.000 angstrom
semi-axis in plane: 12.000 angstrom
ratio of semi-axes: 1.5000
```
